\section*{Marcus limit of the multiphonon carrier-capture rate}

\section{Capture that must wait for the lattice}

A defect in a semiconductor or a gate oxide captures a free carrier and releases 180 meV. No photon is emitted, and one phonon carries about 30 meV, so the lattice must take up six quanta at once. The rate of such a process can rise with temperature as if there were a barrier, although the process is downhill. What sets the barrier, and when may the quantum rate be replaced by an activated law?

I begin with one lattice coordinate $Q$, mass-weighted, measured from the minimum of the initial state: $q=Q-Q_i$. The initial state is the empty defect plus a free carrier, the final state the occupied defect. Both potentials are harmonic with the same frequency $\omega$:
\begin{equation}
U_i=\Delta E+\tfrac12\omega^2q^2,\qquad U_f=\tfrac12\omega^2(q-\Delta Q)^2 .
\end{equation}
The driving force $\Delta E$ is the difference of the minima, positive when capture releases energy. The reorganization energy and the Huang--Rhys factor are
\begin{equation}
\lambda=\tfrac12\omega^2\Delta Q^2=S\hbar\omega ,\qquad r=\frac{\Delta E}{\lambda}.
\end{equation}
The example uses round model parameters: $\hbar\omega=30$ meV, $S=20$, $\Delta E=180$ meV. Hence $\lambda=20\times30=600$ meV and $r=0.30$.

\section{First stage: classical nuclei}

Subtracting the potentials removes the quadratic term:
\begin{equation}
U_i-U_f=\Delta E-\lambda+\omega^2\Delta Q\,q=\omega^2\Delta Q\,(q-q_c),
\qquad q_c=\frac{\lambda-\Delta E}{\omega^2\Delta Q}=\Delta Q\,\frac{\lambda-\Delta E}{2\lambda}.
\label{gap}
\end{equation}
The last form uses $\omega^2\Delta Q=2\lambda/\Delta Q$. The curves cross at $q_c$, above the initial minimum by
\begin{equation}
E_b=\tfrac12\omega^2q_c^2=\lambda\,\frac{(\lambda-\Delta E)^2}{4\lambda^2}=\frac{(\lambda-\Delta E)^2}{4\lambda}.
\end{equation}
Here $E_b=420^2/2400=73.5$ meV.

Let a weak electronic coupling $V$, for now independent of $q$, connect the states. If the nuclei are classical and thermal, the golden rule holds at each frozen $q$, and the rate is $(2\pi/\hbar)|V|^2\langle\delta(U_i-U_f)\rangle$. With $\beta=1/kT$, the thermal density of $q$ is $\sqrt{\beta\omega^2/2\pi}\,e^{-\beta\omega^2q^2/2}$. The delta function selects $q_c$ and divides by the slope $\omega^2\Delta Q$:
\begin{equation}
\langle\delta(U_i-U_f)\rangle=\frac{e^{-\beta E_b}}{\sqrt{2\pi kT\,\omega^2\Delta Q^2}}
=\frac{e^{-\beta E_b}}{\sqrt{4\pi\lambda kT}},
\end{equation}
because $\omega^2\Delta Q^2=2\lambda$. The classical rate is therefore the Marcus expression
\begin{equation}
W_M=\frac{2\pi}{\hbar}|V|^2\frac{1}{\sqrt{4\pi\lambda kT}}
\exp\!\left[-\frac{(\lambda-\Delta E)^2}{4\lambda kT}\right].
\label{marcus}
\end{equation}

Three limits fix its meaning. For $\Delta E=0$ the barrier is $\lambda/4$. For $\Delta E=\lambda$ the crossing sits at the initial minimum and there is no barrier. For $\Delta E>\lambda$ the barrier returns, and at constant $V$ a larger driving force slows the capture. The reverse process has $\Delta E\to-\Delta E$, and its barrier exceeds $E_b$ by $[(\lambda+\Delta E)^2-(\lambda-\Delta E)^2]/4\lambda=\Delta E$, as detailed balance requires.

This stage assumed frozen nuclei. The quantum rate must show when that is allowed.

\section{Second stage: one quantum mode}

Let $|m\rangle$ be the initial oscillator states, $|n\rangle$ the displaced final ones, and $p_m$ the thermal populations. The golden rule reads
\begin{equation}
W=\frac{2\pi}{\hbar}|V|^2\sum_{mn}p_m|\langle m|n\rangle|^2\,\delta(\Delta E+m\hbar\omega-n\hbar\omega).
\label{fgr}
\end{equation}
Zero-point energies cancel because the frequencies are equal. It requires $V$ weak enough for lowest order, and phonons that return to equilibrium before the next capture.

Insert $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{iEt/\hbar}$. The sums then form a trace:
\begin{equation}
W=\frac{|V|^2}{\hbar^2}\int_{-\infty}^{\infty}\!dt\,e^{i\Delta Et/\hbar}G(t),\qquad
G(t)=\langle e^{iht/\hbar}e^{-ih_ft/\hbar}\rangle ,
\label{time}
\end{equation}
with $h=\hbar\omega a^\dagger a$ and $h_f=\hbar\omega(a^\dagger-\sqrt S)(a-\sqrt S)$. The displacement operator $D=e^{\sqrt S(a^\dagger-a)}$ gives $DaD^\dagger=a-\sqrt S$, so $h_f=DhD^\dagger$ and
\begin{equation}
G(t)=\langle e^{A}e^{B}\rangle,\quad
A=\sqrt S(a^\dagger e^{i\omega t}-ae^{-i\omega t}),\quad B=-\sqrt S(a^\dagger-a).
\end{equation}
The commutator is a number, $[A,B]=-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t$. Hence $e^Ae^B=e^{A+B}e^{-iS\sin\omega t}$, where $A+B=\eta a^\dagger-\eta^*a$ and $|\eta|^2=S|e^{i\omega t}-1|^2=2S(1-\cos\omega t)$.

For the thermal average, normal ordering gives $e^{\eta a^\dagger-\eta^*a}=e^{-|\eta|^2/2}e^{\eta a^\dagger}e^{-\eta^*a}$. Only equal powers of $a^\dagger$ and $a$ survive, and a geometric distribution with mean $\bar n$ has $\langle a^{\dagger k}a^k\rangle=k!\,\bar n^k$. Thus
\begin{equation}
\langle e^{\eta a^\dagger-\eta^*a}\rangle=e^{-|\eta|^2/2}\sum_k\frac{(-|\eta|^2)^k}{(k!)^2}k!\,\bar n^k
=e^{-|\eta|^2(\bar n+1/2)} .
\end{equation}
Collecting both factors,
\begin{equation}
G(t)=\exp\{-S[2\bar n+1-(\bar n+1)e^{-i\omega t}-\bar ne^{i\omega t}]\}.
\label{G}
\end{equation}
The term with $\bar n+1$ describes emission, the one with $\bar n$ absorption.

Now set $x=\beta\hbar\omega/2$. Then $2\bar n+1=\coth x$, $\bar n+1=e^x/(2\sinh x)$ and $\bar n=e^{-x}/(2\sinh x)$, so
\begin{equation}
(\bar n+1)e^{-i\omega t}+\bar ne^{i\omega t}=\frac{\cos(\omega t+ix)}{\sinh x}.
\label{cosform}
\end{equation}
$G$ is periodic, so the spectrum is a comb at $\Delta E=p\hbar\omega$ with weights $F_p=(\omega/2\pi)\int e^{ip\omega t}G\,dt$ over one period. The integrand is analytic and periodic, so the path may be moved to $\omega t=\theta-ix$; the vertical ends cancel. With $z=S/\sinh x$,
\begin{equation}
F_p=e^{px-S\coth x}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}e^{ip\theta+z\cos\theta}
=e^{px-S\coth x}I_p(z),
\label{bessel}
\end{equation}
where $I_p$ is the modified Bessel function. Two checks follow. Since $I_{-p}=I_p$, $F_{-p}=e^{-2px}F_p=e^{-\beta\Delta E}F_p$, which is detailed balance. For $T\to0$, $z\to2Se^{-x}$ and $I_p(z)\to(z/2)^p/p!$, so $F_p\to e^{-S}S^p/p!$, the Poisson law of emission from the ground state.

A comb has no finite rate at a given $\Delta E$. I spread each line over its spacing, which replaces the sum in (\ref{fgr}) by the density $F_p/\hbar\omega$. All one-mode rates below have this averaged meaning.

\subsection{The Gaussian limit}

If $z\gg1$ and $p^4\ll24z^3$, the integral in (\ref{bessel}) may be evaluated by expanding about $\theta=0$. With $\cos\theta\simeq1-\theta^2/2$ and $\coth x-1/\sinh x=\tanh(x/2)$,
\begin{equation}
F_p\simeq\frac{1}{\sqrt{2\pi z}}\exp\!\left[px-S\tanh\frac x2-\frac{p^2}{2z}\right].
\end{equation}
At high temperature $x\ll1$, $z\to S/x$ and $\tanh(x/2)\to x/2$. The exponent becomes a perfect square,
\begin{equation}
px-\frac{Sx}{2}-\frac{p^2x}{2S}=-\frac{x(S-p)^2}{2S}=-\frac{(\lambda-\Delta E)^2}{4\lambda kT},
\end{equation}
and $\hbar\omega\sqrt{2\pi S/x}=\sqrt{4\pi\lambda kT}$. So $F_p/\hbar\omega$ gives (\ref{marcus}). The next stage finds what was lost.

\section{Third stage: many modes and the size of the error}

For independent modes with factors $S_k$ and frequencies $\omega_k$, $G$ is a product and $\lambda=\sum_kS_k\hbar\omega_k$. Let $x_k=\beta\hbar\omega_k/2$. A spectral component of energy $E$ enters (\ref{time}) as $e^{i(\Delta E-E)t/\hbar}$. Moving $t$ into the complex plane multiplies it by a factor that equals one on the energy shell. I may therefore set
\begin{equation}
t=u-\frac{i\beta\hbar}{2}(1-v),
\end{equation}
with real $u$ and a number $v$ still to be chosen. Equation (\ref{cosform}) then contains $\cos(\omega_ku+ix_kv)$. At $u=0$ the exponent of the integrand is
\begin{equation}
\Phi(v)=\frac{\beta\Delta E}{2}(1-v)+\sum_kS_k\frac{\cosh(vx_k)-\cosh x_k}{\sinh x_k}.
\end{equation}
For small $x$, the numerator is $(v^2-1)x^2/2+(v^4-1)x^4/24$, and $1/\sinh x=(1-x^2/6)/x$ to the order needed. The fraction is
\begin{equation}
\frac{(v^2-1)x}{2}+x^3\left[\frac{v^4-1}{24}-\frac{v^2-1}{12}\right]
=-\frac{(1-v^2)x}{2}+\frac{(1-v^2)^2x^3}{24}.
\end{equation}
Since $\sum_kS_kx_k=\beta\lambda/2$,
\begin{equation}
\Phi(v)=\frac{\beta\lambda}{2}\left[r(1-v)-\frac{1-v^2}{2}\right]+\frac{(1-v^2)^2}{24}\sum_kS_kx_k^3 .
\end{equation}
The first part is stationary at $v=r$, where it equals $-\beta\lambda(1-r)^2/4=-\beta E_b$. Because the point is stationary, the small second part may be evaluated there.

Along real $u$ the modulus of the integrand falls as $\exp\{-\sum_kS_k\cosh(vx_k)(1-\cos\omega_ku)/\sinh x_k\}$, so the peak is at $u=0$. Near it the exponent is $\Phi-\mathcal Du^2/2\hbar^2$ with
\begin{equation}
\mathcal D=\sum_kS_k(\hbar\omega_k)^2\frac{\cosh(rx_k)}{\sinh x_k}\;\to\;\sum_k\frac{S_k(\hbar\omega_k)^2}{x_k}=2\lambda kT .
\end{equation}
The Gaussian integral is $\hbar\sqrt{2\pi/\mathcal D}$. Multiplied by $|V|^2/\hbar^2$, it is the prefactor of (\ref{marcus}). One mode returns to its peak after each period, which makes the comb; many modes of different frequency dephase and can suppress these returns. The leading correction to the exponent gives
\begin{equation}
\ln\frac{W}{W_M}\simeq\frac{(1-r^2)^2}{24}\sum_kS_kx_k^3 .
\label{corr}
\end{equation}
It is positive unless $r^2=1$, where it vanishes. At fixed reorganization energies, frequencies and temperature it is proportional to $\hbar^2$, so classical nuclei have no counterpart of it. I call it the tunnelling term.

Once the later returns are suppressed or averaged out, the Marcus form is reached under three conditions at fixed $r$: $x_k\ll1$; $2\lambda kT\gg(\hbar\omega_k)^2$ for every mode, so that the peak is narrow (for one mode this means $S/x\gg1$); and a right-hand side of (\ref{corr}) much smaller than one. Strong coupling helps the second and harms the third. At fixed temperature, increasing $S$ therefore does not lead to the Marcus rate: for $r^2\ne1$ the term (\ref{corr}) grows. For $r^2=1$ it vanishes, but the prefactor keeps an error of order $x_k^2$, because $\mathcal D$ differs from $2\lambda kT$.

For one mode the tunnelling term divided by $\beta E_b=Sx(1-r)^2/2$ is $x^2(1+r)^2/12$, independent of $S$. High temperature alone makes the exponent accurate in relative terms, but the rate depends on its absolute error.

\subsection{Smaller terms for one mode}

Relative to $S/x$, the curvature at the peak is $x\cosh(rx)/\sinh x\simeq1-x^2/6+r^2x^2/2$. Its inverse square root adds $x^2(1/12-r^2/4)$ to the logarithm. The quartic term of the cosine adds $z\langle u'^4\rangle/24$ with $u'=\omega u$ and $\langle u'^4\rangle=3/z^2$, hence $1/(8z)\simeq x/(8S)$. The cubic term contributes at order $x^3/S$ and is dropped. The tunnelling term outweighs these terms when $Sx\gg1$ and $r^2$ is not close to one; for $x\to0$ at fixed $S$ the term $x/(8S)$ is the largest.

At 300 K, $kT=25.85$ meV and $x=0.580$. The tunnelling term is $0.1348$, the other two are $0.0205$ and $0.0036$, and the sum is $0.159$. The Franck--Condon sum over numerically diagonalized oscillators gives $0.152$. The quantum rate is 1.16 times the Marcus rate. This ratio is 1.58 at 200 K, 1.024 at 600 K and 1.001 at 2400 K. The highest temperatures probe the limit, not a device.

Now raise $S$ at 300 K with $r$ and $\hbar\omega$ fixed. For $S=20$, 40 and 100 the ratio is 1.16, 1.32 and 1.95; the tunnelling term alone gives 1.14, 1.31 and 1.96. At this $r$ the error grows with the coupling, as (\ref{corr}) says. Close to $r^2=1$ the negative $x^2$ term dominates up to large $S$: for $r=0.9$ the ratio only moves from 0.97 to 0.99 between $S=10$ and 100.

A different failure appears at $S=0.1$ and $p=2$, again at 300 K: the quantum rate is 323 times the Marcus value. The stationary point $v=r$ was found for small $vx$, but here $rx=p/(S/x)=11.6$, so the Marcus exponent is wrong. What matters is the product $rx$, not $r=20$ alone: for $S=1$, $p=20$ and $x=0.01$, where $rx=0.2$, the ratio is 0.998. With $S=0.1$ at 300 K but $p=0$ the ratio is 0.89. This closeness to one is partly accidental, because for $S\to0$ the ratio at $p=0$ tends to $\sqrt{2\pi S/x}$, which is near one at $S/x\approx0.17$ and falls to zero with $S$.

To test the sum over modes, I compare one 30 meV mode with 21 modes between 20 and 40 meV that share $S$ equally and have the same $\lambda$. Doubling $S$ from 40 to 80 at 400 K cancels the terms independent of $S$. The logarithm of the ratio grows by 0.110 for one mode, against 0.114 from (\ref{corr}), and by 0.123 for the 21 modes, against 0.128. The spread of frequencies matters through the weight $x_k^3$, although $\lambda$ is unchanged.

\section{What an Arrhenius plot shows}

Equation (\ref{marcus}) contains $T^{-1/2}$, so I define the apparent activation energy as $E_{\rm app}=-d\ln(W\sqrt T)/d\beta$ at constant $V$. For $W_M$ it is $E_b$. A plot of $\ln W_M$ itself has the smaller slope $E_b-kT/2$.

Call the three one-mode corrections $a$, $b$ and $c$, in the order above. They scale as $\beta^3$, $\beta^2$ and $\beta$, so
\begin{equation}
E_{\rm app}\simeq E_b-kT(3a+2b+c).
\end{equation}
At 300 K the bracket is $0.404+0.041+0.004=0.449$, and $E_{\rm app}\simeq73.5-11.6=61.9$ meV. The quantum sum gives 62.7 meV. A 16\% excess in the rate comes with a 15\% reduction of the apparent barrier relative to $E_b$. At 600 K and 1200 K the quantum values are 70.3 and 72.5 meV. When $\hbar\omega$ is comparable to $kT$, as here at room temperature, a fitted barrier is therefore not the crossing energy, even for ideal parabolas. For a soft mode the difference fades: with $\hbar\omega=5$ meV and the same $\lambda$ and $\Delta E$, $E_{\rm app}$ is 73.2 meV at 300 K.

\section{Fourth stage: coupling linear in the coordinate}

The coupling may depend on the geometry. I now take it to vanish at the initial minimum and to be linear in the displacement, $w(Q-Q_i)=wq$. The constant $V$ must then be replaced by the matrix element $w\langle m|q|n\rangle$. For one mode this is no harder. Let $H_i$ and $H_f$ be the full vibrational Hamiltonians. Their kinetic energies cancel, so (\ref{gap}) gives $H_i-H_f=\omega^2\Delta Q(q-q_c)$. Between eigenstates,
\begin{equation}
(E_{im}-E_{fn})\langle m|n\rangle=\omega^2\Delta Q\,\langle m|q-q_c|n\rangle .
\label{shell}
\end{equation}
On the energy shell the left side vanishes and
\begin{equation}
\langle m|q|n\rangle=q_c\langle m|n\rangle .
\end{equation}
Within this model the result holds at every temperature. The earlier formulas apply with
\begin{equation}
V=wq_c=w\,\Delta Q\,\frac{\lambda-\Delta E}{2\lambda}.
\end{equation}
The activation energy is unchanged, and the prefactor contains the coupling at the crossing. The dependence on the driving force does change. In the Marcus form the rate is now proportional to $(\lambda-\Delta E)^2e^{-(\lambda-\Delta E)^2/4\lambda kT}$ at fixed $\lambda$ and $T$. It vanishes at $\Delta E=\lambda$ and rises again beyond it, until $\Delta E-\lambda=\sqrt{4\lambda kT}$. With several modes the same argument needs a coupling proportional to the collective coordinate $\sum_k\omega_k^2\Delta Q_kq_k$. Otherwise the zero at $\Delta E=\lambda$ disappears: a coupling linear in a second, undisplaced mode of the same frequency gives a rate proportional to $(\bar n+1)F_{p-1}+\bar nF_{p+1}$, which stays finite there. The zero is a property of the one-mode model, not a prediction for real defects.

Energy conservation matters. For $m=0$, $n=9$ and $p=6$ the mismatch is $-90$ meV, while $\omega^2\Delta Qq_c=\lambda-\Delta E=420$ meV. Equation (\ref{shell}) then gives $\langle m|q|n\rangle/(q_c\langle m|n\rangle)=1-90/420=0.786$, as found by integrating the wavefunctions. A calculation that broadens the delta function admits such pairs. At $\lambda=\Delta E$, where $q_c=0$, its whole one-mode rate comes from the broadening.

\section{From the rate to a capture coefficient}

Take $w=0.010$ eV/(amu$^{1/2}$\,\AA) for a carrier normalized in a volume $\Omega=1000$ \AA$^3$. The displacement is $\Delta Q=\sqrt{2\hbar S/\omega}=2.361$ amu$^{1/2}$\,\AA, so $q_c=2.361\times420/1200=0.826$ amu$^{1/2}$\,\AA{} and $V=8.26$ meV. Then $2\pi V^2/\hbar=6.52\times10^{11}$ eV\,s$^{-1}$.

At 300 K the Marcus density is
\begin{equation}
\frac{e^{-73.5/25.85}}{\sqrt{4\pi(0.600)(0.02585)}\ {\rm eV}}=0.132\ {\rm eV}^{-1},
\end{equation}
and $W_M=8.6\times10^{10}$ s$^{-1}$. The quantum density, $0.154$ eV$^{-1}$, gives $W=1.00\times10^{11}$ s$^{-1}$.

One carrier in $\Omega$ is a density $1/\Omega$, so the capture coefficient is $C=\Omega W$. It does not depend on the chosen volume, because $|V|^2\propto1/\Omega$. With $\Omega=10^{-21}$ cm$^3$, $C=1.0\times10^{-10}$ cm$^3$\,s$^{-1}$ from the quantum rate and $0.86\times10^{-10}$ cm$^3$\,s$^{-1}$ from the Marcus rate. Degeneracy and Coulomb enhancement factors are set to one, and the carrier is placed at the band edge. A thermal carrier adds its kinetic energy $\epsilon$ to $\Delta E$, which lowers the barrier by about $\epsilon(1-r)/2$. With $w$ independent of $\epsilon$, a Maxwell average at 300 K raises $C$ by a factor of about 1.3, more than the quantum correction, and lowers the apparent activation energy by about 7 meV.

Between 1200 K and 2400 K the rate hardly changes. The derivative of $\ln W_M=\tfrac12\ln\beta-\beta E_b+{\rm const}$ vanishes at $kT=2E_b=147$ meV, which lies between the two temperatures. Beyond this maximum the thermal spread of the energy gap lowers the density at the crossing faster than the Boltzmann factor raises it.

The barrier formula rests on equal frequencies and harmonic motion. If the frequencies differ, $U_i-U_f$ keeps a quadratic term, there may be two crossings or none, and $E_b$ must be found from the actual curves. The numerical output lists the values at all temperatures.

\section*{Table of computed values}
\begin{verbatim}
phonon energy 30 meV, S = 20, p = 6
reorganization energy 600 meV
driving force 180 meV, r = 0.30
Marcus activation energy 73.50 meV
linear coupling 0.010 eV/(amu^1/2 A)
normalization volume 1000 A^3
displacement Delta Q 2.3608 amu^1/2 A
crossing point q_c 0.8263 amu^1/2 A
coupling at crossing 8.2629 meV
2 pi V^2/hbar = 6.5175e+11 eV/s
off-shell <q>/(q_c <1>), m=0 n=9: 0.786
T(K) kT(meV) x | density quantum, Marcus (1/eV) | ratio
200 17.235 0.8703 | 0.06178 0.03899 | 1.5844
300 25.852 0.5802 | 0.15362 0.13192 | 1.1645
600 51.704 0.2901 | 0.39574 0.38653 | 1.0238
1200 103.408 0.1451 | 0.55875 0.55636 | 1.0043
2400 206.816 0.0725 | 0.56187 0.56129 | 1.0010
T(K) | rate quantum, Marcus (1/s) | C quantum, Marcus (cm^3/s)
200 | 4.027e+10 2.541e+10 | 4.027e-11 2.541e-11
300 | 1.001e+11 8.598e+10 | 1.001e-10 8.598e-11
600 | 2.579e+11 2.519e+11 | 2.579e-10 2.519e-10
1200 | 3.642e+11 3.626e+11 | 3.642e-10 3.626e-10
2400 | 3.662e+11 3.658e+11 | 3.662e-10 3.658e-10
300 K log terms: tunnelling 0.1348, x^2 0.0205, 1/S 0.0036
300 K log ratio: sum 0.1589, computed 0.1523
T(K) | apparent activation energy: computed, predicted (meV)
300 | 62.72 61.89
600 | 70.32 70.26
1200 | 72.49 72.49
300 K, r fixed: S | quantum/Marcus | exp(tunnelling term)
20 | 1.1645 | 1.1443
40 | 1.3227 | 1.3094
100 | 1.9470 | 1.9621
300 K, S = 0.1, p = 2: quantum/Marcus = 322.9
400 K, S 40->80, growth of log ratio, one mode: 0.1104 (predicted 0.1137)
same, 21 modes 20-40 meV: 0.1232 (predicted 0.1276)
300 K classical crossing average 0.13196 1/eV
\end{verbatim}
